# Why SF6 streamer breakdown voltage is linear in pd with an intercept

## Question

I am working on an SF6-filled high-voltage feed for a plasma tool and am stuck on an exercise. The gap is uniform, with flat parallel electrodes a distance $d$ apart at gas pressure $p$. I am told that ionization minus attachment, divided by $p$, rises linearly with $E/p$ once $E/p$ exceeds a critical value, and that breakdown occurs when an avalanche reaches a fixed exponent. I must show that the breakdown voltage is linear in $pd$ with a nonzero intercept.

My reasoning gives no intercept. Below the critical field attachment wins, above it ionization wins, so the gap should break down at the critical field. That makes $V$ proportional to $pd$. And if there is an intercept, does a gap of zero length need a finite voltage to break down? Finally, how far can I trust the line for a gap of 0.10 cm at 760 Torr?

## Answer

The critical field is where an avalanche stops shrinking. Breakdown by your criterion asks for more: the avalanche must grow by a large, fixed factor before it runs out of gap. The intercept is the voltage that pays for this growth.

### Setting up the avalanche

Take $V$ and $E=V/d$ as positive magnitudes, and let $z$ run from cathode to anode, the way the electrons drift. Let $\alpha$ be the mean number of ionizing collisions per electron per unit length, and $\eta$ the mean number of attachments. In a step $dz$, $N$ electrons gain on average $\alpha N\,dz$ new ones and lose $\eta N\,dz$ to negative ions, so the mean number obeys

$$\frac{dN}{dz}=(\alpha-\eta)N\equiv aN .$$

This assumes that attached electrons stay attached and that the cathode supplies no further electrons. It also neglects the field of the avalanche's own charge, which is no longer small near the critical size. In a uniform field $a$ is then constant along the path. Dividing by $N$ and integrating from one electron at $z=0$ gives

$$\ln N(d)=ad .$$

The streamer criterion says that breakdown occurs when $N(d)$ reaches a critical size $e^K$, with the same $K>0$ for all gaps and pressures. Hence

$$ad=K. \tag{1}$$

At the critical field $a=0$ and $N(d)=1$: on average, one electron arrives for each one that started. That is why the critical field alone is not enough.

Here $N$ is a mean over many starting electrons. Near the critical field most avalanches die early by attachment. Only a fraction of about $a/\alpha$ survives, and the survivors are larger than the mean by about $\alpha/a$. Applying the critical size to a surviving avalanche would lower the required $ad$ by about $\ln(\alpha/a)$, which changes with $pd$. The exercise's fixed $K$ ignores this.

### The breakdown voltage

The given ionization law, at a fixed gas temperature, is

$$\frac{a}{p}=k\left(\frac{E}{p}-G\right),\qquad G\le \frac{E}{p}\le X. \tag{2}$$

Here $G$ is the critical reduced field and $k>0$ the slope. I have added an upper limit $X$, because a straight line fitted near $G$ cannot be assumed to hold at any field. With lengths in cm and pressures in Torr, $a/p$ is in 1/(cm Torr) and $E/p$ in V/(cm Torr), so $k$ is in 1/V.

Multiply (2) by $p$ and put $E=V/d$:

$$a=k\left(\frac{V}{d}-Gp\right).$$

Multiply by $d$ to form the exponent in (1):

$$K=ad=kV-kG\,pd .$$

The gap length has cancelled from the voltage term. Adding $kG\,pd$ to both sides and dividing by $k$ gives

$$\boxed{V=G\,pd+\frac{K}{k}} \tag{3}$$

The slope is the critical reduced field. The intercept $K/k$ is positive because $K$ and $k$ are.

The first term is the voltage at which ionization just balances attachment. Beyond it, each extra $1/k$ volts adds one to the exponent, whatever the gap length. A longer gap gives the avalanche more distance, but the same excess voltage then gives a smaller excess field, and with a linear law the two effects cancel. So $K$ units of exponent cost $K/k$ volts in every gap.

### Does a zero gap need a finite voltage?

Equation (3) does not say so. Divide it by $pd$:

$$\frac{E}{p}=G+\frac{K}{k\,pd}. \tag{4}$$

As $pd$ shrinks, the required reduced field rises without limit and leaves the range of (2). Requiring $E/p\le X$ gives $K/(k\,pd)\le X-G$, or

$$pd\ \ge\ \frac{K}{k(X-G)}. \tag{5}$$

The intercept is therefore the point where the extended line meets the voltage axis, not the breakdown voltage of a vanishing gap. Since (3) rises steadily with $pd$, it cannot describe a Paschen minimum either. Below the limit (5) one needs the ionization law at higher fields, and possibly another breakdown mechanism.

In the opposite limit, $pd\to\infty$, equation (4) gives $E/p\to G$. Your proportional rule is then right in a relative sense: $V/(G\,pd)\to1$. The difference $V-G\,pd$ nevertheless stays at $K/k$, as long as $K$ is fixed.

### How much depends on the linear law?

Suppose instead that $a/p=F(E/p)$, with $F$ any increasing function. The criterion becomes $F(V/pd)=K/(pd)$, so $V$ still depends on $p$ and $d$ through their product alone. It need not be linear.

Try $V=A\,pd+B$ over some range of $pd$, and write $y=E/p=A+B/(pd)$. If $B=0$, then $y=A$ for every gap, and the criterion demands that the single number $F(A)$ equal $K/(pd)$ for different values of $pd$. That is impossible, so strict proportionality is excluded for any such $F$. If $B\ne0$, then $1/(pd)=(y-A)/B$, and the criterion reads

$$F(y)=\frac{K}{B}(y-A).$$

This is the linear law, with $A=G$ and $K/B=k$. At fixed $K$, a straight breakdown line and a straight ionization law imply each other over corresponding ranges.

A slightly curved law gives a slightly curved voltage. Let $x=E/p-G$ and $w=X-G$, and take

$$F=kx\left(1-b\frac{x}{w}\right),$$

which falls short of the line by a fraction $b$ at $E/p=X$. Without curvature the solution is $x_0=K/(k\,pd)$. Put $x=x_0+\delta$ in $F=kx_0$ and divide by $k$:

$$(x_0+\delta)-\frac{b}{w}(x_0+\delta)^2=x_0 .$$

To first order in $b$, the square can be replaced by $x_0^2$, so $\delta=bx_0^2/w$. Since $V=pd\,(G+x)$, the voltage shift is

$$\Delta V=pd\,\delta=\frac{b\,(K/k)^2}{w\,pd}. \tag{6}$$

It fades as $1/(pd)$, so at large $pd$ the curve approaches the same line with the same intercept.

### Numbers for your gap

The critical reduced field of SF6 is roughly 120 V/(cm Torr). As model inputs I take $G=118$ V/(cm Torr), $k=0.028$ 1/V and $K=18$. The voltages below keep extra digits so that small shifts can be compared, not because the model is that accurate. I assume that the linear law holds up to $X=160$ V/(cm Torr). The critical size is then $e^{18}=6.6\times10^7$ electrons.

With $pd=760\times0.10=76$ Torr cm,

$$G\,pd=118\times76=8968\ \text{V},\qquad \frac Kk=\frac{18}{0.028}=643\ \text{V},$$

$$V=8968+643=9611\ \text{V}.$$

That is 9.61 kV, of which the intercept supplies 6.7 %. The reduced field is $9611/76=126.5$ V/(cm Torr), inside the assumed range. The net coefficient is $a=180$ 1/cm, and $180\times0.10=18$ recovers the exponent.

The range limit (5) is

$$pd\ge\frac{18}{0.028\,(160-118)}=15.3\ \text{Torr cm},$$

which at 760 Torr means a gap of at least 0.020 cm. Your gap is five times longer.

Integrating the avalanche equation numerically and searching for the voltage that gives exponent 18, with the pressure held at 760 Torr, yields:

| $d$ (cm) | $V$ (V) | $E/p$ (V/(cm Torr)) |
|---:|---:|---:|
| 0.05 | 5127 | 134.9 |
| 0.10 | 9611 | 126.5 |
| 0.20 | 18579 | 122.2 |
| 0.50 | 45483 | 119.7 |

The first and last rows have $pd=38$ and $380$ Torr cm. Their slope is $(45483-5127)/(380-38)=118$ V/(cm Torr), and extending the line back from the first row gives $5127-118\times38=643$ V. The last column shows the approach to $G$ described by (4).

### What if the field is not quite uniform?

For a field $E(z)$ that varies along the path, the exponent is the integral of $a$. If $E/p$ stays between $G$ and $X$ everywhere, then

$$\int_0^d a\,dz=k\int_0^d(E-Gp)\,dz=k(V-G\,pd),$$

because the field integrates to the voltage. Setting this equal to $K$ gives (3) again: the stronger part of the gap gains what the weaker part loses.

This compensation ends when part of the gap drops below the critical field. Consider a field that changes linearly from $(1-t)V/d$ at one electrode to $(1+t)V/d$ at the other. Its weakest point stays above critical if $(1-t)V/d\ge Gp$, or

$$t\le1-\frac{G\,pd}{V}=\frac{K/k}{V}.$$

The allowed variation equals the intercept's share of the voltage, here 6.7 %. A variation of ±5 % leaves the computed voltage at 9611 V.

For larger $t$, an avalanche that starts at the cathode edge of the active region, where $E/p>G$, can reach the critical size within that region. Write $g=V/(pd)$ and let $u$ run from $-1$ at the weak end to $1$ at the strong end, so that $dz$ has magnitude $(d/2)\,du$. The active region starts at $u_0=(G/g-1)/t$, and the criterion is

$$\frac{k\,pd}{2}\int_{u_0}^{1}\left[g(1+tu)-G\right]du=K .$$

The integrand rises linearly from zero at $u_0$ to $g(1+t)-G$ at $u=1$. Its integral is the area of a triangle with that height and with base $1-u_0=[g(1+t)-G]/(gt)$. Therefore

$$\frac{k\,pd\,[g(1+t)-G]^2}{4gt}=K .$$

For $t=0.20$ the solution is $V=9295$ V, which is 316 V lower than in the uniform gap. The strongest field, $1.2\times9295/76=147$ V/(cm Torr), is still within the assumed linear range. This is the voltage at which a streamer can form. Whether it then crosses the weak part of the gap is a separate question, which this criterion does not answer.

### Is the exponent really fixed?

This is the assumption behind a constant intercept, and a simple estimate shows its limits. Suppose the critical size is reached when the space-charge field of the avalanche head equals the applied field. During the drift time $\tau=d/(\mu E)$, where $\mu$ is the electron mobility and $D$ the diffusion coefficient, the head spreads to a radius given by

$$r^2=4D\tau=\frac{4(D/\mu)d}{E}.$$

Treat the head as a sphere containing all $N$ electrons, and neglect the field of the ions left behind. Then

$$\frac{eN}{4\pi\varepsilon_0r^2}=E\quad\Rightarrow\quad N=\frac{4\pi\varepsilon_0Er^2}{e}=\frac{16\pi\varepsilon_0(D/\mu)d}{e}.$$

The field cancels, leaving

$$K=\ln\frac{16\pi\varepsilon_0(D/\mu)d}{e}. \tag{7}$$

If $D/\mu$ is taken as a constant, roughly 5 V, your gap has a head radius of 46 µm and $K=16.45$ instead of 18. The voltage becomes 9555 V, or 55 V lower. For $d=0.05$ cm the exponent is 15.75, and for $d=0.50$ cm it is 18.06.

So in this estimate the intercept drifts by $(18.06-15.75)/0.028\approx80$ V over a tenfold change of gap. The breakdown curve is no longer strictly straight. Nor does it depend on $pd$ alone: doubling $p$ and halving $d$ from your values keeps $pd$ fixed but lowers $K$ by $\ln2=0.69$, and hence $V$ by 25 V. These figures depend on the choices made. The neglected ions trail the head over a length $1/a\approx60$ µm, comparable to the head radius, so they are not a small correction. Also, with the linear law a space-charge field of only $E-Gp$ already doubles $a$. Matching to that field instead multiplies $N$ by $(E-Gp)/E=K/(kEd)$. This cancels the factor $d$ and gives $K\approx13.5$ for all three gaps. The estimate therefore fixes neither the value of $K$ nor its drift. "Fixed exponent" is still a good approximation here, because $K$ is the logarithm of the critical size and the whole intercept is a small part of $V$: one unit of $K$ is 36 V.

### How far to trust 9.6 kV

The other assumptions can be sized one at a time, with the remaining inputs held fixed.

**Gas temperature.** At fixed reduced field $E/n$, where $n$ is the gas density, the coefficients scale with $n$. The pressure in (3) therefore stands for density at a reference temperature, here 293 K. If the gas is at 323 K and still at 760 Torr, $p$ must be replaced by $p\times293/323$:

$$V=8968\times\frac{293}{323}+643=8778\ \text{V}.$$

This is 833 V lower, a larger change than the whole intercept. If the feed were sealed and all its gas warmed evenly, the pressure would rise at constant density, and this reduction would not occur. If only the gas in the gap warms, its density still falls, and much of the reduction can remain.

**Cathode feedback.** Suppose each electron reaching the anode leads, through photons or ions, to $10^{-5}$ new electrons at the cathode. This yield is assumed for illustration. The discharge sustains itself when $10^{-5}e^{ad}=1$, or $ad=\ln10^5=11.51$. The voltage is then $8968+11.51/0.028=9379$ V, lower by 232 V. Close to this threshold, the voltage must last for many feedback cycles. It also gives a straight line if this yield is the same for every gap. That is a further assumption: near the critical field many electrons are lost to attachment, so the number of positive ions made per arriving electron, roughly $\alpha/a$, changes with $pd$. For the yield assumed here the intercept is smaller, because 11.51 is less than 18.

**Curvature of the ionization law.** For an assumed 10 % shortfall at $X$, equation (6) gives

$$\Delta V=\frac{0.10\times643^2}{42\times76}\approx13\ \text{V}.$$

The full solution gives 13.5 V. In this gap $E/p$ is still close to $G$, so the curvature matters little if $k$ is the slope at $G$. If 0.028 1/V were instead the average slope between $G$ and $X$, the slope at $G$ would be steeper, and the same curvature would put the voltage about 53 V below the straight-line value.

The input $G=118$ V/(cm Torr) converts to 88.5 kV/(cm bar), close to the rough SF6 value of 90 kV/(cm bar), while $K$ is a less certain modelling choice. In your feed, check the uniformity of the field and the gas temperature: the examples above with a ±20 % field variation and with gas at 323 K move the voltage down by about 3 % and 9 % of 9611 V. A sharp protrusion or a metal particle can push the local field beyond $X$, and these estimates do not cover that case. The result is thus an estimate for smooth, clean electrodes, not a safe working voltage. Nor should it be carried over to an SF6 etching chamber: at pressures well below 1 Torr and gaps of a few centimetres, $pd$ lies far below the 15.3 Torr cm limit.

For your exercise, the missing step was to set $ad=K$ instead of $a=0$.

## Table of computed values

```
critical reduced field G = 118 V/(cm Torr)
same G converted = 88.5 kV/(cm bar)
slope of ionization law k = 0.028 1/V
avalanche exponent K = 18
electrons at breakdown exp(K) = 6.57e+07
upper end of linear range X = 160 V/(cm Torr)
pressure p = 760 Torr, gap d = 0.10 cm
product pd = 76.0 Torr cm
mean avalanche, random events = 1.82212
  exp(difference 0.6) = 1.82212
fitted slope = 118.000 V/(cm Torr)
fitted intercept = 642.9 V
intercept K/k = 642.9 V
first term G*pd = 8968.0 V
breakdown voltage, avalanche equation = 9610.9 V
breakdown voltage, formula = 9610.9 V
breakdown voltage converted = 9.61 kV
intercept share of voltage = 6.7 %
reduced field at breakdown = 126.46 V/(cm Torr)
net ionization coefficient = 180.0 1/cm
smallest pd of the linear law = 15.3 Torr cm
smallest gap at this pressure = 0.0201 cm
d = 0.05 cm: pd = 38 Torr cm, V = 5127 V, E/p = 134.9 V/(cm Torr)
d = 0.10 cm: pd = 76 Torr cm, V = 9611 V, E/p = 126.5 V/(cm Torr)
d = 0.20 cm: pd = 152 Torr cm, V = 18579 V, E/p = 122.2 V/(cm Torr)
d = 0.50 cm: pd = 380 Torr cm, V = 45483 V, E/p = 119.7 V/(cm Torr)
warm gas 323 K (reference 293 K): V = 8778 V, shift = -833 V
largest harmless field variation = +-6.7 %
field variation +-5 %: V = 9610.9 V
field variation +-20 %: V = 9295 V, shift = -316 V
feedback yield 1e-05: exponent = 11.51, V = 9379 V, shift = -232 V
assumed D/mu = 5 V
avalanche head radius = 46 um
space-charge criterion, d = 0.05 cm: K = 15.75, V = 5047 V, shift = -80 V
space-charge criterion, d = 0.10 cm: K = 16.45, V = 9555 V, shift = -55 V
space-charge criterion, d = 0.50 cm: K = 18.06, V = 45485 V, shift = 2 V
curved law, 10 % shortfall at X: shift = 13.5 V
  first-order estimate of that shift = 12.9 V
```
